The adiabatic-connection fluctuation-dissipation formula and the RPA correlation energy, part 1

(Sections cited here and not found follow in the second part.)

**1. The form of the answer**

Suppose that a correlation energy is to be built from two ingredients alone: the density response χ₀(r,r′;ω) of non-interacting electrons and the pair interaction v(r,r′). The response is defined by δn(r) = ∫χ₀(r,r′)δv(r′)dr′. A density has dimension 1/length³ and a potential is an energy, so χ₀ has dimension 1/(energy × length⁶). The kernel of the product,

(χ₀v)(r,r′) = ∫χ₀(r,r″) v(r″,r′) dr″,  (1)

has dimension 1/length³, the dimension of δ(r−r′). The product χ₀v is therefore a dimensionless operator, and its trace is a pure number.

Three requirements restrict how this operator can enter. First, χ₀ maps potentials to densities and v maps densities to potentials, so the two can only be multiplied alternately, and a number independent of the basis chosen for the functions of r must be made of the traces Tr (χ₀v)ᵏ. Second, for two fragments with no coupling between them χ₀v is block diagonal and the energy must add. A single trace adds, while a product of two traces produces cross terms, so only single traces are allowed. Third, v is instantaneous and the unperturbed system is stationary, so a frequency that enters a chain χ₀vχ₀v… passes along it unchanged, and all factors carry the same ω. That frequency is then the only energy left. With no other scale available, and if χ₀ enters only through its values at ω and not through its frequency derivatives, the energy takes the form

E_c = ∫dω Tr f(χ₀(ω)v),  (2)

where f is a function of a dimensionless argument, and a weight ωᵖ is excluded unless p = 0. The term of first order in v belongs to exchange, so f(x) begins at order x². The argument does not fix f or the contour of the frequency integral. The derivation gives f(x) = [ln(1 − x) + x]/2π on the positive imaginary axis. Because f has no linear term, the trace formula is the correlation energy only. The exchange-correlation energy of the random-phase approximation (RPA) is this trace plus the exact exchange energy of the Kohn–Sham orbitals.

Hartree atomic units are used and the temperature is zero. The trace is Tr[AB] = ∬A(r,r′)B(r′,r)dr dr′. On a lattice every integral becomes a sum over sites and δ(r−r′) becomes a Kronecker delta, with no other change.

**2. The adiabatic connection at fixed density**

Consider N electrons with the family of Hamiltonians

H_λ = T + λW + ∫v_λ(r) n̂(r) dr,  0 ≤ λ ≤ 1,  (3)

where T is the kinetic energy, W the interaction and n̂ the spin-summed density operator. It is assumed that for every λ a local potential v_λ exists such that the ground state Ψ_λ is non-degenerate, varies smoothly with λ, and has the density n(r) of the physical system. Then v₁ = v_ext, and v₀ = v_s is the Kohn–Sham potential, with Ψ₀ the Kohn–Sham determinant. The assumption can fail through a level crossing along the path or through a density that no single determinant reproduces, and what follows does not cover such cases.

Define the internal energy

F_λ = ⟨Ψ_λ|T + λW|Ψ_λ⟩ = E_λ − ∫v_λ n dr.  (4)

Differentiate E_λ = ⟨Ψ_λ|H_λ|Ψ_λ⟩. The two terms in which the derivative acts on the state give E_λ(⟨Ψ′|Ψ⟩ + ⟨Ψ|Ψ′⟩) = E_λ d⟨Ψ|Ψ⟩/dλ = 0, because H_λΨ_λ = E_λΨ_λ and the norm is fixed. What remains is the Hellmann–Feynman result

dE_λ/dλ = ⟨W⟩_λ + ∫(dv_λ/dλ) n dr.  (5)

Since n does not depend on λ, the derivative of the last term of (4) is −∫(dv_λ/dλ) n dr, which cancels the last term of (5):

dF_λ/dλ = ⟨W⟩_λ.  (6)

The end points are known. At λ = 0, F₀ = T_s, the Kohn–Sham kinetic energy. At λ = 1 the definition of E_xc is E₁ = T_s + ∫v_ext n dr + U + E_xc, with the Hartree energy U = ½∬v n n′, so F₁ = T_s + U + E_xc. A prime on a function marks the argument r′. Integrating (6) from 0 to 1 gives U + E_xc = ∫⟨W⟩_λ dλ, and U does not depend on λ, so

E_xc = ∫₀¹ W_xc(λ) dλ,  W_xc(λ) = ⟨W⟩_λ − U.  (7)

The integrand obeys an exact inequality. Any state Ψ with density n has ⟨T + λW⟩ + ∫v_λ n ≥ E_λ, so Ψ_λ minimizes ⟨T + λW⟩ among such states. Take λ₂ > λ₁ and write T₁, W₁, T₂, W₂ for the expectation values in the two ground states. Then T₁ + λ₁W₁ ≤ T₂ + λ₁W₂ and T₂ + λ₂W₂ ≤ T₁ + λ₂W₁. Adding the two inequalities cancels the kinetic terms:

(λ₂ − λ₁)(W₂ − W₁) ≤ 0.  (8)

W_xc(λ) never increases. The same minimum property at λ = 0 gives T_c = ⟨T⟩₁ − T_s ≥ 0, and (4) at λ = 1 gives E_xc = W_xc(1) + T_c. The coupling integral in (7) is thus the device that supplies the kinetic part of correlation from potential energies alone.

Fixing the density is essential. If the potential is held at v_ext instead, (5) has no second term and ∫⟨W⟩dλ = E₁ − E°, where E° is the non-interacting ground-state energy in v_ext. Inserting the definition of E_xc,

∫⟨W⟩dλ − U − E_xc = T_s + ∫v_ext n dr − E° ≥ 0.  (9)

The inequality holds because T_s + ∫v_ext n is the energy of the Kohn–Sham determinant used as a trial state for T + ∫v_ext n̂.

**3. The interaction as a density fluctuation**

With field operators obeying {ψ_σ(r), ψ†_σ′(r′)} = δ_σσ′ δ(r−r′), the interaction is

W = ½ Σ_σσ′ ∬ v(r,r′) ψ†_σ(r) ψ†_σ′(r′) ψ_σ′(r′) ψ_σ(r).  (10)

Abbreviate ψ = ψ_σ(r), ψ′ = ψ_σ′(r′) and δ = δ_σσ′δ(r−r′). Moving ψ to the left through the two primed operators gives ψ′†ψ′ψ = −ψ′†ψψ′ = −(δ − ψψ′†)ψ′ = ψψ′†ψ′ − δψ′. Multiply by ψ† from the left and sum over spins:

W = ½ ∬ v(r,r′) [n̂(r)n̂(r′) − δ(r−r′) n̂(r)].  (11)

The product n̂n̂′ counts each electron as its own partner, and the δ-term removes that count. Write n̂ = n + δn̂ with ⟨δn̂⟩_λ = 0 for every λ. Then ⟨n̂n̂′⟩_λ = n n′ + ⟨δn̂δn̂′⟩_λ. The term n n′ gives U, which (7) subtracts, so

W_xc(λ) = ½ ∬ v(r,r′) [⟨δn̂(r)δn̂(r′)⟩_λ − n(r)δ(r−r′)].  (12)

For the Coulomb interaction each term alone gives an infinite energy, since v(r,r) is infinite. The bracket equals P_λ(r,r′) − n n′, where the pair density P_λ is the expectation value of the normal-ordered product in (10) and has no δ-function. The bracket must be assembled before it is integrated against v.

**4. The response on the imaginary axis**

Add to H_λ a weak perturbation ∫δv(r′,t)n̂(r′)dr′. In the interaction picture the state to first order is [1 − i∫^t dt′ δH(t′)]|0⟩, with δH(t′) = ∫δv(r′,t′)n̂(r′,t′)dr′ and n̂(r,t) = e^{iHt}n̂(r)e^{−iHt}. The ket contributes −i⟨n̂(t)δH(t′)⟩ to the change of the density and the bra contributes +i⟨δH(t′)n̂(t)⟩. Hence δn(r,t) = ∫dt′∫dr′ χ(r,r′;t−t′)δv(r′,t′), with

χ(r,r′;t) = −iθ(t) ⟨0|[n̂(r,t), n̂(r′,0)]|0⟩.  (13)

Insert the eigenstates |m⟩ of H_λ, continuum included, with excitation energies Ω_m = E_m − E₀ > 0 for m ≠ 0. Without magnetic fields and spin-orbit coupling the Hamiltonian is real, the states can be chosen real, and so are the amplitudes A_m(r) = ⟨m|n̂(r)|0⟩. The first term of the commutator gives Σ_m A_m A′_m e^{−iΩ_m t}, the second Σ_m A_m A′_m e^{+iΩ_m t}. The m = 0 terms cancel. With −i(e^{−ix} − e^{ix}) = −2 sin x,

χ(r,r′;t) = −2θ(t) Σ_{m≠0} A_m(r)A_m(r′) sin Ω_m t.  (14)

The frequency-dependent response is χ(z) = ∫₀^∞ e^{izt}χ(t)dt, which converges for Im z > 0. At z = iω with ω > 0 it is a Laplace transform, and it has a direct meaning: a potential that grows as δv(r)e^{ωt} produces the density change χ(iω)δv e^{ωt}. The integral needed is ∫₀^∞ e^{−ωt} sin Ωt dt = Im[1/(ω − iΩ)] = Ω/(Ω² + ω²), so

χ_λ(r,r′;iω) = −2 Σ_{m≠0} Ω_m A_m(r)A_m(r′)/(Ω_m² + ω²).  (15)

Four properties follow. The function is real and symmetric in r and r′. It is negative semidefinite, because ∬gχg′ = −2ΣΩ_m(∫gA_m)²/(Ω_m² + ω²) ≤ 0 for any real g. It annihilates constants, because ∫A_m dr = ⟨m|N̂|0⟩ = N⟨m|0⟩ = 0. It has no poles for real ω, whereas on the real axis the same integral gives χ(z) = ΣA_mA′_m[1/(z − Ω_m) − 1/(z + Ω_m)], with a pole at every discrete excitation whose amplitude A_m does not vanish, and a cut where the spectrum is continuous. States that the density operator does not reach from the ground state, such as triplets above a singlet, have A_m = 0 and leave no trace in χ. If the states are complex, the part of χ(iω) symmetric in r and r′ is (15) with A_mA′_m replaced by Re(A*_mA′_m), and only that part survives a contraction with the symmetric v.

**5. The fluctuation-dissipation theorem and the exact formula**

For every Ω > 0 the substitution ω = Ωx gives

∫₀^∞ Ω dω/(Ω² + ω²) = ∫₀^∞ dx/(1 + x²) = π/2.  (16)

The result does not depend on Ω, so the frequency integral strips the energy denominators from (15): ∫₀^∞χ(iω)dω = −πΣ_{m≠0}A_mA′_m. Completeness evaluates the sum. Since ⟨0|δn̂|0⟩ = 0 and ⟨m|δn̂|0⟩ = A_m for m ≠ 0, ⟨δn̂δn̂′⟩ = Σ_{m≠0}A_mA′_m, and

⟨δn̂(r)δn̂(r′)⟩_λ = −(1/π) ∫₀^∞ χ_λ(r,r′;iω) dω.  (17)

This is the zero-temperature fluctuation-dissipation theorem. The name comes from its real-axis form: for real ω > 0 the pole expression gives Im χ(ω + i0) = −πΣA_mA′_mδ(ω − Ω_m), the absorptive part of the response, and −(1/π)∫₀^∞Im χ dω is the same sum. Non-degeneracy matters here. A state m ≠ 0 with Ω_m = 0 and A_m ≠ 0 contributes to the left side of (17), but its term in (15) vanishes for all ω > 0.

Inserting (17) in (12) and (12) in (7) gives the exact formula

E_xc = ½ ∫₀¹dλ ∬ v(r,r′) [ −(1/π)∫₀^∞dω χ_λ(r,r′;iω) − n(r)δ(r−r′) ].  (18)

The bracket divided by n(r) is the exchange-correlation hole at coupling λ. Its integral over r′ is −1: the response term integrates to zero because χ annihilates constants, and the δ-term gives −n(r)/n(r). Any approximate χ that is symmetric in r and r′ and conserves particle number keeps this sum rule.

**6. The non-interacting end and the correlation energy**

At λ = 0 the eigenstates are determinants of real Kohn–Sham orbitals φ_p with energies ε_p. Labels i, j denote occupied and a, b unoccupied spatial orbitals. A one-body operator such as n̂ connects the ground determinant only to single excitations i → a within one spin channel, with amplitude φ_i(r)φ_a(r) and energy Δ_ia = ε_a − ε_i, positive by non-degeneracy. Let g be the number of identical spin channels: g = 2 for a closed shell and g = 1 for a fully polarized system. A general open shell is covered by g = 1 with the pair label running over the same-spin pairs of both spins, and with (20) and (21) below taken for each spin and summed. Equation (15) becomes

χ₀(r,r′;iω) = −2g Σ_ia Δ_ia φ_i(r)φ_a(r)φ_i(r′)φ_a(r′)/(Δ_ia² + ω²).  (19)

By (16), −(1/π)∫χ₀dω = gΣ_iφ_iφ′_i Σ_aφ_aφ′_a. Define the density matrix of one channel, γ(r,r′) = Σ_iφ_i(r)φ_i(r′), so that n(r) = gγ(r,r). Completeness of the orbitals gives Σ_aφ_aφ′_a = δ(r−r′) − γ(r,r′). Then

−(1/π)∫₀^∞χ₀dω = gγ(r,r′)[δ(r−r′) − γ(r,r′)] = n(r)δ(r−r′) − gγ(r,r′)².  (20)

The first term cancels the δ-term of (12), and what is left is the Fock exchange energy of the Kohn–Sham orbitals:

W_xc(0) = E_x = −(g/2) ∬ v(r,r′) γ(r,r′)².  (21)

The cancellation used completeness. In a finite orbital basis Σ_aφ_aφ′_a + γ is not a δ-function, so E_x cannot be had from (18) and is computed from the occupied orbitals through (21).

Define E_c = E_xc − E_x and W_c(λ) = W_xc(λ) − W_xc(0). The δ-term is the same at every λ, because the density is, and it drops out of the difference:

W_c(λ) = −(1/2π) ∫₀^∞dω Tr[v(χ_λ(iω) − χ₀(iω))],  E_c = ∫₀¹W_c(λ)dλ.  (22)

The factor is ½ from (12) times −1/π from (17). The trace has been taken inside the frequency integral. This is automatic in a finite-dimensional space and is assumed for the Coulomb problem, where the subtraction improves the behaviour at large ω. The leading term of (15) is −(2/ω²)ΣΩ_mA_mA′_m. For test functions f and h, with f̂ = ∫f n̂ and ĥ = ∫h n̂, inserting states gives ⟨[f̂,[H,ĥ]]⟩ = 2ΣΩ_m(∫fA_m)(∫hA_m). W and the local potential commute with ĥ. For one electron [−½∇², h] = −½(∇²h) − ∇h·∇, and the commutator of f with this is ∇f·∇h. The coefficient of −1/ω² is therefore ∫n∇f·∇h, which is the f-sum rule. It depends on n alone and cancels between χ_λ and χ₀. On a lattice the double commutator involves the hopping expectation values, which do change with λ, and the difference decays only as 1/ω², still fast enough for convergence.

**7. The Dyson equation and the RPA**

On the imaginary axis χ_λ and χ₀ are negative definite on functions taken modulo constants, provided no non-constant potential leaves the density unchanged. Their inverses exist on that space, and the exchange-correlation kernel is defined by

f_xc^λ(iω) = χ₀⁻¹ − χ_λ⁻¹ − λv.  (23)

Multiplying by χ₀ from the left and χ_λ from the right gives χ₀(λv + f_xc^λ)χ_λ = χ_λ − χ₀, the Dyson equation

χ_λ = χ₀ + χ₀(λv + f_xc^λ)χ_λ.  (24)

One χ₀ serves for all λ because the density, and with it the Kohn–Sham system, is the same along the path. With (23) as the definition, (24) is an identity. The RPA, in the direct form meant here, is the approximation f_xc^λ = 0:

χ_λ = χ₀ + λχ₀vχ_λ,  χ_λ = (1 − λχ₀v)⁻¹χ₀.  (25)

Equation (25) is the linear response of a definite dynamics. Let the orbitals evolve under h_s + δv(r,t) + λ∫v(r,r′)[n(r′,t) − n(r′)]dr′, where h_s is the static Kohn–Sham Hamiltonian. To first order the electrons are independent particles driven by the total potential δv + λvδn, so δn = χ₀(δv + λvδn), whose solution is δn = χ_λδv with χ_λ from (25). The static exchange-correlation potential stays in h_s, and only its response to the density change is dropped. Integrating the first form of (25) over r gives zero because χ₀ annihilates constants, and χ_λ is symmetric, as the next section shows, so the RPA hole obeys the sum rule.

**8. The coupling-constant integral**

Assume that v is a positive definite kernel. The Coulomb interaction is one, since its Fourier transform 4π/q² is positive. Then v has a symmetric positive square root, and

Π(iω) = v^½ χ₀(iω) v^½  (26)

is symmetric and negative semidefinite: u·Πu = (v^½u)·χ₀(v^½u) ≤ 0. Call its eigenvalues −a_k(ω), with a_k ≥ 0.

The inverse in (25) always exists. If (1 − λχ₀v)u = 0, then w = v^½u obeys (1 − λΠ)w = 0. The eigenvalues of 1 − λΠ are 1 + λa_k ≥ 1, so w = 0 and u = λχ₀v^½w = 0. For a positive definite interaction the direct RPA has no instability on the path. The argument fails for a kernel with negative eigenvalues, as can occur when an approximate f_xc is kept, and 1 + λa can then pass through zero. A repulsive v(r,r′) > 0 is not enough. For two electrons on two equivalent sites with hopping t, (19) gives χ₀(0) the eigenvalue −1/t on the vector (1, −1), where v has the eigenvalue v₁₁ − v₁₂. Then det(1 − λχ₀v) = 1 + λ(v₁₁ − v₁₂)/t, which vanishes on the path once v₁₂ − v₁₁ ≥ t.

Multiply the first form of (25) by v^½ on both sides and set X_λ = v^½χ_λv^½. Writing v = v^½v^½ in the middle gives X_λ = Π + λΠX_λ, so X_λ = (1 − λΠ)⁻¹Π. This is a function of the symmetric operator Π, hence symmetric, with eigenvalues −a_k/(1 + λa_k). By cyclicity Tr[vχ_λ] = Tr X_λ and Tr[vχ₀] = Tr Π = −Σa_k, so

Tr[v(χ_λ − χ₀)] = Σ_k [a_k − a_k/(1 + λa_k)] = Σ_k λa_k²/(1 + λa_k).  (27)

The a_k do not depend on λ. The first form of (27) integrates at once, since a/(1 + λa) = d ln(1 + λa)/dλ:

∫₀¹ [a − a/(1 + λa)] dλ = a − ln(1 + a).  (28)

The terms of (27) are all non-negative, so the sum and the two integrals may be taken in any order. With the prefactor −1/2π of (22),

E_c^RPA = (1/2π) ∫₀^∞dω Σ_k [ln(1 + a_k(ω)) − a_k(ω)].  (29)

The sum is Tr[ln(1 − Π) + Π]. To remove the square roots, note that χ₀v = v^{−½}Πv^{½}. The unsymmetric operator χ₀v is similar to Π, has the same eigenvalues −a_k, and any function of it is v^{−½}f(Π)v^{½}, with the same trace as f(Π). Hence

E_c^RPA = (1/2π) ∫₀^∞dω Tr[ ln(1 − χ₀(iω)v) + χ₀(iω)v ],  E_xc^RPA = E_x + E_c^RPA.  (30)

This is (2) with f(x) = [ln(1 − x) + x]/2π. The logarithm is real, because its argument has eigenvalues 1 + a_k ≥ 1. The two terms must be kept together under the frequency integral: by (20), −(1/2π)∫Tr[χ₀v]dω = E_x + ½∫n(r)v(r,r)dr, which is infinite for the Coulomb interaction in a complete basis.

The similarity argument was used in place of the power series ln(1 − x) + x = −Σ_{p≥2}xᵖ/p for a reason. With v scaled by s, the term of order sᵖ in (29) is (−1)^{p+1}(sᵖ/2πp)∫Σ_k a_kᵖdω. These are the ring terms, p response functions joined by p interactions. The p-th root of ∫Σa_kᵖdω tends to the largest value a_max that any a_k(ω) takes, since that neighbourhood dominates the integral at large p. Every weight Δ/(Δ² + ω²) in (19) falls with ω, so a_max is reached at ω = 0. By the root test the ring series converges for |s| < 1/a_max and diverges beyond, while (29) is finite for every s ≥ 0.

The RPA integrand on the path follows from (22) and (27):

W_c^RPA(λ) = −(1/2π) ∫₀^∞dω Σ_k λa_k²/(1 + λa_k).  (31)

The λ-derivative of λa²/(1 + λa) is a²/(1 + λa)², positive and decreasing. W_c^RPA therefore decreases, in agreement with (8), and is convex, and T_c^RPA = E_c^RPA − W_c^RPA(1) ≥ 0. Continued to λ → ∞, each term tends to a_k, so W_c^RPA → −E_x − ½∫n v(r,r), and W_xc^RPA → −½∫n(r)v(r,r)dr: all density fluctuation is suppressed and only the δ-term of (12) is left. For the Coulomb interaction in a complete basis this limit is −∞, whereas the exact integrand obeys W_xc ≥ −U because ⟨W⟩ ≥ 0. The RPA fails qualitatively at strong coupling.

The exact formula (18) has been derived from the adiabatic connection at fixed density, and setting the exchange-correlation kernel to zero has turned it into the closed RPA trace formula (30). What remains is to rewrite that formula in pair space, to identify what the RPA omits at weak coupling, and to test the results numerically on a four-site chain, the hydrogen molecule and the hydrogen atom.
